\section*{Quasi-localized zero mode of a graphene vacancy and its supercell families}

When one carbon atom is taken out of a graphene sheet, the remaining $\pi$ electrons have one more site on one sublattice than on the other, and a state appears at the energy where the two bands touch. A calculation in a periodic supercell should show this state, but its weight near the vacancy, the number of levels at zero energy and the distance to the next level do not vary smoothly with the cell size. The nearest-neighbour model is simple enough to show what the state is in an infinite sheet and why the periodic results fall into families.

Let the hopping energy be $-t$ between neighbouring sites and zero otherwise, with one orbital per atom and no spin, lattice relaxation, $\sigma$ bonds or electron repulsion. The lattice vectors are $\mathbf a_{1,2}=a(\pm\tfrac12,\tfrac{\sqrt3}{2})$, and the cell area is $A_c=\sqrt3a^2/2$. The A site of cell $\mathbf R$ is at $\mathbf R$ and its B site at $\mathbf r=\mathbf R+(0,a/\sqrt3)$. An A site then has neighbours in the B cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. Lengths are naturally measured in $a$ and energies in $t$; $\hbar$, $m$ and $e$ do not enter.

Remove the A site at the origin. A zero-energy state on B must make the sum of its three amplitudes around every remaining A site vanish. The condition at the origin has gone with the atom, so the sum there is some free number $s$:
\begin{equation}
\psi(\mathbf R)+\psi(\mathbf R-\mathbf a_1)+\psi(\mathbf R-\mathbf a_2)=s\,\delta_{\mathbf R,0}.
\end{equation}
With $\langle\cdots\rangle$ the average over the Brillouin zone, a solution is
\begin{equation}
\psi(\mathbf R)=s\left\langle\frac{e^{i\mathbf k\cdot\mathbf R}}{f(\mathbf k)}\right\rangle,\qquad
f(\mathbf k)=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2},
\end{equation}
because the three terms on the left multiply the integrand by $f$. The function $f$ vanishes at $\pm\mathbf K$, $\mathbf K=(4\pi/3a,0)$, where the phases $\mathbf K\cdot\mathbf a_{1,2}$ are $\pm2\pi/3$. The zeros are simple, so $1/|f|$ grows as the inverse distance from them, which is integrable in two dimensions.

This is the unique decaying solution for given $s$. The difference of two such solutions has a Fourier transform annihilated by $f$, hence concentrated at $\pm\mathbf K$, and is a sum $e^{i\mathbf K\cdot\mathbf R}P(\mathbf R)+e^{-i\mathbf K\cdot\mathbf R}Q(\mathbf R)$ with polynomials $P,Q$. The phase $e^{i\mathbf K\cdot\mathbf R}$ takes three values on three classes of cells. Decay on each class forces $P+Q$ and $e^{2\pi i/3}P+e^{-2\pi i/3}Q$ to vanish, so $P=Q=0$. The same argument excludes a decaying zero mode on A. Since a rotation by $120^\circ$ about the vacancy preserves $s$, uniqueness also makes the three neighbour amplitudes equal, each $s/3$.

One of the two zone integrals can be done in closed form. Write $\mathbf R=m\mathbf a_1+n\mathbf a_2$, $w=e^{i\mathbf k\cdot\mathbf a_1}$, $\beta=\mathbf k\cdot\mathbf a_2$ and $c=1+e^{-i\beta}$. The integral over the first phase is
\begin{equation}
\oint\frac{dw}{2\pi i}\,\frac{w^m}{cw+1}
\end{equation}
around the unit circle. For $m\ge0$ the sole pole is $w=-1/c$, inside when $|c|=2|\cos(\beta/2)|>1$, that is, for $|\beta|<2\pi/3$. For $m<0$ there is also a pole at $w=0$, and all residues add to zero. The integral then vanishes for $|c|>1$ and equals minus the residue at $-1/c$ for $|c|<1$. Therefore
\begin{align}
\psi&=s(-1)^m\int_{-2\pi/3}^{2\pi/3}\frac{d\beta}{2\pi}\,e^{i\beta n}c^{-m-1}&&(m\ge0),\\
\psi&=s(-1)^{m+1}\int_{2\pi/3}^{4\pi/3}\frac{d\beta}{2\pi}\,e^{i\beta n}c^{-m-1}&&(m<0).
\end{align}
These integrals supply amplitudes against which the long-distance form can be checked.

That form comes from the zeros of $f$. Put $\mathbf k=\mathbf K+\mathbf q$, $u=aq_x/2$ and $v=\sqrt3aq_y/2$, so that $\mathbf q\cdot\mathbf a_{1,2}=v\pm u$. To first order,
\begin{align}
f&\simeq-i\left[e^{-2\pi i/3}(v+u)+e^{2\pi i/3}(v-u)\right]\nonumber\\
&=-i\left[-v-i\sqrt3u\right]=-\sqrt3u+iv=-\frac{\sqrt3a}{2}(q_x-iq_y).
\end{align}
Since $f(-\mathbf k)=f(\mathbf k)^*$, near $-\mathbf K$ one has $f\simeq+(\sqrt3a/2)(q_x+iq_y)$. With $z=x+iy$ the required Fourier integral is
\begin{equation}
g(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\frac{e^{i\mathbf q\cdot\mathbf r}}{q_x-iq_y}=\frac{i}{2\pi\bar z}.
\end{equation}
Indeed $q_x-iq_y$ acts on $g$ as $-i\partial_x-\partial_y=-2i\partial_z$, which must give $\delta^2(\mathbf r)$, and $\partial_z(1/\bar z)=\pi\delta^2(\mathbf r)$. The other valley gives $i/(2\pi z)$. A zone average is $A_c\int d^2q/(2\pi)^2$, so
\begin{align}
\psi&\simeq sA_c\frac{2}{\sqrt3a}\frac{i}{2\pi}\left[\frac{e^{-i\mathbf K\cdot\mathbf R}}{z}-\frac{e^{i\mathbf K\cdot\mathbf R}}{\bar z}\right]\nonumber\\
&=\frac{sa}{\pi}\,\mathrm{Im}\frac{e^{i\mathbf K\cdot\mathbf R}}{\bar z}
=\frac{sa}{\pi r}\sin(\mathbf K\cdot\mathbf R+\theta),
\end{align}
where $z=re^{i\theta}$. The bracket is $-2i$ times the imaginary part, and $2A_c/(\sqrt3a)=a$. The next term in the expansion of $1/f$ is bounded but depends on direction, and gives a correction of order $1/r^2$. Using the site position $\mathbf r$ instead of $\mathbf R$ in the slowly varying factor $e^{i\mathbf q\cdot\mathbf R}$ changes the result only at the same order. For $s=1$ and the cell $m=30$, $n=10$, at $r=36.6a$, the integral gives $-0.00611$ and the tail $-0.00624$. In two rings, $20<r/a<30$ and $60<r/a<80$, the largest value of $(r/a)^2$ times the error is about $0.2$ in both, as a $1/r^2$ correction requires.

The amplitude decays, but too slowly for a bound state. The three phases of $e^{i\mathbf K\cdot\mathbf R}$ average $\sin^2$ to $\tfrac12$, and the norm out to radius $\rho$ grows as
\begin{equation}
\int^{\rho}\frac{2\pi r\,dr}{A_c}\,\frac{s^2a^2}{2\pi^2r^2}
=s^2C\ln\frac{\rho}{a}+\text{const},\qquad C=\frac{2}{\sqrt3\pi}\simeq0.3676.
\end{equation}
Between $20a$ and $80a$ the summed norm rises from $1.513$ to $2.024$ for $s=1$. Division by $\ln4$ gives a slope of $0.369$, which agrees with $C$ to $0.3\%$. No other choice rescues normalizability: a square-summable solution would need the transform $s/f$ to be square-integrable, which forces $s=0$ and then $\psi=0$. The vacancy thus binds a zero mode only in a loose sense; strictly it is a quasi-localized resonance. Cut off at $80a$ and normalized there, it has $0.333/2.024\simeq16\%$ of its weight on the three neighbours, and this share falls as the inverse of a logarithm as the cutoff grows.

Now repeat the vacancy in a supercell of $N\times N$ primitive cells. At a Bloch vector $\boldsymbol\kappa$ the host problem contains $N^2$ wavevectors $\mathbf k$, spaced by reciprocal vectors of the supercell. Let $F$ be the $N^2\times N^2$ matrix that forms the three-site sums; its eigenvalues are the $f(\mathbf k)$. The vacancy deletes one row. Let $d$ be the number of Dirac points $\pm\mathbf K$ among the wavevectors.

If $d=0$, $F$ is invertible and the remaining $N^2-1$ rows are independent. There is one zero mode on B and none on A. If $d>0$, $F$ has rank $N^2-d$, and the linear relations between its rows are plane waves, which do not vanish at the origin. The deleted row is therefore a combination of the others, and deleting it leaves the rank unchanged. This gives $d$ zero modes on B and $N^2-1-(N^2-d)=d-1$ on A. Moreover, the B modes satisfy the deleted equation too: they have $s=0$ and are undisturbed plane waves.

At $\Gamma$ the mesh phases are $2\pi j/N$ with integer $j$, and they include $\pm2\pi/3$ if and only if $3$ divides $N$. Then $d=2$, and there are three zero modes. For other $N$, $d=0$ at $\Gamma$, while $\mathbf K$ and $-\mathbf K$ fold separately onto the two corners of the supercell zone, where $d=1$. For $N=10$ the zero mode at a corner is spread evenly over the 100 B sites, with weight $0.03$ on the neighbours.

For $d=0$ the zero mode is the zone formula with the average replaced by a finite sum. By Parseval's relation its norm is $s^2S$, with
\begin{equation}
S=\frac1{N^2}\sum_{\mathbf k}\frac1{|f(\mathbf k)|^2}.
\end{equation}
Its overlap with the normalized symmetric combination of the three neighbours is $s/\sqrt3$, so the weight there is
\begin{equation}
p=\frac{s^2/3}{s^2S}=\frac1{3S}.
\end{equation}
At $\Gamma$ the threefold symmetry makes this the whole neighbour weight. When $3$ divides $N$, the two plane waves at $\Gamma$ instead give a total of $2\times3/N^2=6/N^2$, and the A mode adds nothing on these sites. Diagonalization gives $0.074$ for $N=9$, then $0.329$ for $N=10$ and $0.295$ for $N=11$, and $0.042$ for $N=12$.

The size dependence of $S$ at $\Gamma$ can be found in both families if the Dirac points are omitted when $3$ divides $N$. Near each valley $1/|f|^2\simeq4/(3a^2q^2)$. The mesh density is $N^2A_c/(4\pi^2)$ and its spacing cuts the integral off at $q\sim1/(Na)$, so the leading term is
\begin{equation}
2\,\frac{A_c}{4\pi^2}\,\frac{4}{3a^2}\,2\pi\ln N=C\ln N .
\end{equation}
The constant depends on how the mesh sits around the Dirac point. Seen from there, the mesh is a triangular lattice $L$ of spacing $b=4\pi/(\sqrt3aN)$ when $3$ divides $N$. Otherwise it is $L$ shifted by a vector $\pm\mathbf h$ to a triangle centre. For a large cutoff $\Lambda$,
\begin{equation}
T_0(b)=\sum_{\mathbf q\in L,\ \mathbf q\ne0}\frac1{q^2}
=\frac1{b^2}\left[A\ln\frac{\Lambda}{b}+g_0\right],\qquad A=\frac{4\pi}{\sqrt3},
\end{equation}
with a pure number $g_0$. The finer lattice of spacing $b/\sqrt3$ consists of $L$, $L+\mathbf h$ and $L-\mathbf h$, and the two shifted sums have the same value $T_1$. Hence
\begin{align}
T_1&=\tfrac12\left[T_0(b/\sqrt3)-T_0(b)\right]\nonumber\\
&=\frac1{2b^2}\left[3A\ln\frac{\Lambda}{b}+\frac{3A}{2}\ln3+3g_0-A\ln\frac{\Lambda}{b}-g_0\right]\nonumber\\
&=T_0(b)+\frac{3A\ln3}{4b^2}.
\end{align}
To obtain $S$, these sums are multiplied by $2\cdot4/(3a^2N^2)$: a factor $2$ for the valleys, $4/(3a^2)$ from $1/|f|^2$ and $1/N^2$ from the definition of $S$. This turns $A/b^2$ into $A/(2\pi^2)=C$. The shifted family therefore has $S$ larger by $\tfrac34C\ln3\simeq0.303$. Large meshes give this offset and a common constant $c_0\simeq-0.098$.

A finer splitting comes from the next order of $f$, namely $f_2=\tfrac12(u^2+v^2)+i\sqrt3uv$. With $f_1=-\sqrt3u+iv$ and $\varphi$ the angle of $\mathbf q$,
\begin{align}
|f|^2&\simeq|f_1|^2+2\,\mathrm{Re}(f_1^*f_2)
=3u^2+v^2-\sqrt3(u^3-uv^2)\nonumber\\
&=\tfrac34a^2q^2\left[1-\frac{aq\cos3\varphi}{2\sqrt3}\right].
\end{align}
For $N=3m\pm1$ the mesh point nearest to $\mathbf K$ along the $x$ axis is displaced by $\mp\mathbf K/N$. Write the displacements as $\mp|\mathbf K|/N$ times the points $p$ of a fixed lattice, viewed as complex numbers, whose three shortest members are the cube roots of one. Both valleys contribute equally, and the correction to $S$ is
\begin{equation}
\mp\frac{2}{N^2}\,\frac{4}{3a^2}\,\frac{a}{2\sqrt3}\,\frac{N}{|\mathbf K|}\,w
=\mp\frac{w}{\sqrt3\pi N},\qquad w=\sum_p\frac{\cos3\varphi_p}{|p|},
\end{equation}
where the sum is taken with a smooth cutoff. Its value $w\simeq2.28$ predicts $\mp0.419/N$. The meshes give $-0.418/N$ at $N=601$ and $+0.420/N$ at $N=599$. In summary,
\begin{equation}
S\simeq C\ln N+c_0+
\begin{cases}0,&N=3m,\\ \tfrac34C\ln3\mp w/(\sqrt3\pi N),&N=3m\pm1.\end{cases}
\end{equation}
The logarithm makes the dilute limit remote: for $p=0.1$ at $\Gamma$ one needs $S=3.33$, hence $\ln N\simeq(3.33+0.10-0.30)/0.368\simeq8.5$ and $N$ near $5000$.

The nonzero levels show where the resonance goes when $3$ divides $N$. A state of the vacancy problem is a host vector $\Psi$ that vanishes on the removed site $0$ and obeys $(E-H_0)\Psi=\lambda|0\rangle$. If $\lambda=0$, it is a host state with a node there. Otherwise $\Psi=\lambda(E-H_0)^{-1}|0\rangle$, and the node requires
\begin{equation}
\frac1{N^2}\sum_{\mathbf k}\frac{E}{E^2-t^2|f(\mathbf k)|^2}=0 .
\end{equation}
At $\Gamma$ with $3$ dividing $N$, the two Dirac points contribute $2/E$. Moving the other terms across and dividing by $E$ gives
\begin{equation}
\frac{2}{E^2}=\sum_{\mathbf k\ne\pm\mathbf K}\frac{1}{t^2|f|^2-E^2}\ \ge\ \frac{N^2S}{t^2}
\quad\Rightarrow\quad E\le\frac tN\sqrt{\frac2S}
\end{equation}
for the root below the first host shell. There is one such root, because the left side falls and the right side rises to infinity at the shell. The B part of this state has Fourier components $-tf^*/(E^2-t^2|f|^2)\simeq1/(tf)$ when $E\ll t|f|$: it is the vacancy resonance without its Dirac components, coupled to a valley wave on A. The resonance has not disappeared from these cells; it has moved to a pair of levels at $\pm E$. For $N=9$, $S=0.701$ and the bound is $\sqrt{2/0.701}\,t/9=0.188t$; the level is at $0.183t$, about $2\%$ lower.

For other $N$, every term of the level condition is negative for $0<E<t|f|_{\min}$, so no level lies there. The first host shell has six states of positive energy, three from each valley, and the node at the vacancy removes one combination. Five remain, at
\begin{equation}
E\simeq t\,\frac{\sqrt3a}{2}\,\frac{|\mathbf K|}{N}=\frac{2\pi t}{\sqrt3N}.
\end{equation}
For $N=10$ this gives $0.363t$ against $0.382t$ from diagonalization, and for $N=11$ it gives $0.330t$ against $0.310t$. The deviations have opposite signs because the warping term raises $|f|$ on the side of $\mathbf K$ facing $\Gamma$ and lowers it on the other. The first level drops by more than half from $N=11$ to $N=12$, where it is $0.129t$, although the cell edge grows by only $9\%$.

Sampling more Bloch vectors softens the contrast but does not remove it. Up to terms that vanish at large $N$, each valley contributes to $S$ the same function $\nu$ of the displacement of $\boldsymbol\kappa$ from its folded Dirac point. If $3$ divides $N$, then $S=2\nu(\boldsymbol\kappa)$; otherwise $S=\nu_1+\nu_2$, with the two functions centred on different corners. Since $1/S$ is convex,
\begin{equation}
\frac1{\nu_1+\nu_2}\le\frac12\left(\frac1{2\nu_1}+\frac1{2\nu_2}\right).
\end{equation}
Averaged over $\boldsymbol\kappa$, the right side is the mean of $1/(2\nu)$, so the mean symmetric neighbour weight is larger when $3$ divides $N$. This is the reverse of the order at $\Gamma$. The averages are $0.154$, $0.163$ and $0.154$ for $N=59$, $60$ and $61$, an excess of about $6\%$ relative to the neighbouring sizes. In this model an extrapolation of the neighbour weight in $N$ should therefore stay within one family, even with a dense mesh of Bloch vectors.

The pinning of the $d=0$ vacancy mode at zero energy, and the symmetry of the pair at $\pm E$, rest on hopping that connects opposite sublattices alone; hopping within a sublattice removes that protection. The three modes at $\Gamma$ for $N$ divisible by $3$ are different: they are host Dirac states with a node on the removed site, so uniform second-neighbour hopping leaves them at the shifted Dirac energy. The $\sigma$ dangling bonds, relaxation and repulsion of a real vacancy lie outside the model. The folding of $\pm\mathbf K$, by contrast, is a property of the lattice and the supercell, and it remains when those terms are added. The numerical output lists the remaining sizes and Bloch vectors.

\section*{Computed values}
\begin{verbatim}
Infinite lattice, s = 1, lengths in a
amplitude on each neighbour: 0.333333
largest error of lattice equation: 2.7e-14
max r^2 |psi - tail|, 20 < r < 30: 0.2029
max r^2 |psi - tail|, 60 < r < 80: 0.1894
cell m=30, n=10: r = 36.6106 a, psi = -0.0061058, tail = -0.0062386
norm inside radius 20 a: 1.51300
norm inside radius 40 a: 1.76938
norm inside radius 80 a: 2.02429
slope of norm against ln(radius): 0.36882; C = 0.36755
Mesh sums S at Gamma (dimensionless)
c0 from N=900: -0.097960; from N=300: -0.097967
family offset, mean of N=599,601: 0.302852; (3/4) C ln 3 = 0.302848
lattice sum w = 2.2785; w/(sqrt(3) pi) = 0.4187
N*(S - law): N=599: 0.4203; N=601: -0.4176
Supercells at Gamma: zero modes, neighbour weight, first level (t)
N=9: 3, 0.07407, 0.18335; S = 0.70053, level estimate = 0.18774
N=10: 1, 0.32862, 0.38197; S = 1.01434, level estimate = 0.36276
N=11: 1, 0.29547, 0.30972; S = 1.12815, level estimate = 0.32978
N=12: 3, 0.04167, 0.12872; S = 0.81020, level estimate = 0.13093
N=13: 1, 0.29806, 0.29079; S = 1.11835, level estimate = 0.27905
N=14: 1, 0.27613, 0.24698; S = 1.20718, level estimate = 0.25911
N=15: 3, 0.02667, 0.09836; S = 0.89406, level estimate = 0.09971
N=9, phases 0.11,-0.04 rad: symmetric weight 0.15986, 1/(3S) = 0.15986
N=10, phases 0.11,-0.04 rad: symmetric weight 0.30128, 1/(3S) = 0.30128
N=10 at supercell corner: 1 zero mode, neighbour weight 0.03000
Symmetric neighbour weight averaged over Bloch vectors
N=59: 0.15441
N=60: 0.16335
N=61: 0.15364
excess of N=60 over mean of N=59,61: 0.00933
\end{verbatim}
